# When voltage matches van der Waals attraction across a metal gap

## Problem

Two thick metal bodies have smooth, parallel faces separated by an empty gap of width $d=10$ nm. The faces are much wider than the gap. The electrostatic potential difference across the gap is $V$. The van der Waals interaction is described by a Hamaker constant $A=4\times10^{-19}$ J, defined through the interaction energy per area

$$
\mathcal E(d)=-\frac{A}{12\pi d^2},
$$

with the zero of energy at infinite separation.

(a) Find the electrostatic pressure pulling the faces together.

(b) Treat each metal as a free-electron plasma and neglect the travel time of light. Show that the zero-point energy of its surface plasmons has the form above, and find $A$ in terms of the surface plasmon energy. Deduce the van der Waals pressure.

(c) Show that the two pressures are equal near $V=0.69$ V.

(d) Which attraction is stronger on either side of this voltage, and how does the voltage depend on the gap?

(e) How far can the result be trusted for an air gap between copper interconnect lines?

Pressures of attraction are quoted as positive numbers. SI formulas are used.

## Hints

1. A charged face exerts no net force on itself. Use the field of the other face alone.
2. Without retardation, the potential obeys Laplace's equation in each region. The arrangement is symmetric about the middle of the gap, so treat even and odd potentials separately.
3. Each mode of frequency $\omega$ has zero-point energy $\hbar\omega/2$. Subtract the energy of the same modes at infinite separation before integrating.
4. The dimensionless variable $u=kd$ shows how the energy depends on $d$ without the integral being evaluated.
5. For (e), ask what each idealization does to the two forces separately. The voltage follows from the square root of their ratio.

## Solution

### (a) Electrostatic pressure

Let the facing surfaces carry charges $+\sigma$ and $-\sigma$ per area. By Gauss's law, one wide sheet produces a field of magnitude $\sigma/(2\varepsilon_0)$ on each side. Between the sheets the two fields add, so

$$
E=\frac{\sigma}{2\varepsilon_0}+\frac{\sigma}{2\varepsilon_0}
=\frac{\sigma}{\varepsilon_0}=\frac Vd,
\qquad \sigma=\frac{\varepsilon_0V}{d}.
$$

Inside the metals they cancel, as an equipotential requires. The force per area on one face is its charge density times the field of the other face:

$$
P_{\rm el}=\sigma\,\frac{\sigma}{2\varepsilon_0}
=\frac{1}{2\varepsilon_0}\left(\frac{\varepsilon_0V}{d}\right)^2
=\frac{\varepsilon_0V^2}{2d^2}.
$$

An energy argument gives the same result, provided the battery is included. The capacitance per area is $c=\varepsilon_0/d$ and the stored energy is $cV^2/2$. Widen the gap slowly by $\delta d$ at fixed $V$. An external agent does work $P_{\rm el}\,\delta d$, and the battery supplies $V\delta\sigma=V^2\delta c$. Energy conservation reads

$$
\frac12V^2\delta c=P_{\rm el}\,\delta d+V^2\delta c,
\qquad
P_{\rm el}=-\frac12V^2\frac{dc}{dd}
=\frac{\varepsilon_0V^2}{2d^2}.
$$

Since $\delta c$ is negative, charge flows back into the battery while the agent does positive work.

### (b) Van der Waals pressure

**The metal.** A free electron in a field oscillating at frequency $\omega$ obeys $-m\omega^2\mathbf s=-e\mathbf E$, so its displacement is $\mathbf s=e\mathbf E/(m\omega^2)$. With $n$ electrons per volume, the polarization is $-ne\mathbf s$. Hence

$$
\varepsilon(\omega)=1-\frac{\omega_p^2}{\omega^2},
\qquad \omega_p^2=\frac{ne^2}{\varepsilon_0m}.
$$

Here $\varepsilon$ is the relative permittivity.

**The modes.** Put $z=0$ at the middle of the gap. When retardation is neglected, $\mathbf E=-\nabla\phi$. For a wave vector of length $k$ along the faces, write $\phi=f(z)e^{i\mathbf k\cdot\mathbf r}$. Laplace's equation gives $f''=k^2f$. The potential must decay into both metals, and $f$ and $\varepsilon f'$ must be continuous at each face.

For the even solution, take $f=\cosh kz$ in the gap and $f=\cosh(kd/2)\,e^{-k(|z|-d/2)}$ in the metals. This makes $f$ continuous. Continuity of $\varepsilon f'$ at $z=d/2$ requires

$$
k\sinh\frac{kd}{2}=-\varepsilon k\cosh\frac{kd}{2},
\qquad \varepsilon=-\tanh\frac{kd}{2}.
$$

The odd solution has $\sinh kz$ in the gap. Exchanging the hyperbolic functions gives $\varepsilon=-\coth(kd/2)$.

The permittivity formula rearranges to $\omega^2=\omega_p^2/(1-\varepsilon)$. Also,

$$
1+\tanh\frac{kd}{2}
=1+\frac{1-e^{-kd}}{1+e^{-kd}}
=\frac{2}{1+e^{-kd}},
$$

and in the same way $1+\coth(kd/2)=2/(1-e^{-kd})$. With $\omega_s=\omega_p/\sqrt2$, the two frequencies are therefore

$$
\omega_\pm^2=\omega_s^2\left(1\pm e^{-kd}\right).
$$

For $kd\gg1$ both tend to $\omega_s$, the surface plasmon frequency of a single face. At smaller $kd$ the fields overlap and the frequencies split. The odd mode has opposite charges facing each other. Their attraction weakens the restoring force and lowers the frequency.

Bulk plasma oscillations have $\varepsilon=0$ and $\omega=\omega_p$. In this local model their frequency does not depend on $d$, so they drop out of the energy difference.

**The energy.** The number of wave vectors per area is $d^2k/(2\pi)^2=k\,dk/(2\pi)$ after integration over direction. Multiplying by $\hbar/2$ gives

$$
\mathcal E(d)=\frac{\hbar}{4\pi}\int_0^\infty k\,dk\,
(\omega_++\omega_--2\omega_s).
$$

With $u=kd$, the factor $k\,dk$ becomes $u\,du/d^2$, so

$$
\mathcal E(d)=\frac{\hbar\omega_s}{4\pi d^2}I,
$$

$$
I=\int_0^\infty u\left[\sqrt{1+e^{-u}}+\sqrt{1-e^{-u}}-2\right]du.
$$

The bracket is negative because the square root is concave: the average of $\sqrt{1+q}$ and $\sqrt{1-q}$ is below 1 for $0<q\le1$. The upper mode rises by less than the lower mode falls, and this makes the interaction attractive.

Comparison with $\mathcal E=-A/(12\pi d^2)$ gives $A=-3\hbar\omega_sI$. To estimate $I$, expand the bracket in $q=e^{-u}$:

$$
\sqrt{1+q}+\sqrt{1-q}-2=-\frac{q^2}{4}-\frac{5q^4}{64}-\cdots .
$$

Since $\int_0^\infty ue^{-nu}du=1/n^2$, the first two terms give

$$
\frac{A}{\hbar\omega_s}\approx
3\left(\frac1{16}+\frac5{1024}\right)\approx0.202.
$$

Numerical quadrature of the full integral gives

$$
A=0.2082\,\hbar\omega_s.
$$

The stated $A$ is 2.497 eV. It corresponds to $\hbar\omega_s=2.497/0.2082\approx12.0$ eV and $\hbar\omega_p\approx17.0$ eV. These are effective energies that reproduce $A$ with one resonance. They are not measured plasmon energies of copper, whose bound electrons also respond.

**The pressure.** The energy rises towards zero as the gap widens, so the force is attractive. Its magnitude per area is

$$
P_{\rm vdW}=\frac{d\mathcal E}{dd}
=-\frac{A}{12\pi}\left(-\frac{2}{d^3}\right)
=\frac{A}{6\pi d^3}.
$$

### (c) The voltage of equal pressure

Set the pressures equal and multiply both sides by $2d^2/\varepsilon_0$:

$$
\frac{\varepsilon_0V_*^2}{2d^2}=\frac{A}{6\pi d^3}
\quad\Longrightarrow\quad
V_*^2=\frac{A}{3\pi\varepsilon_0d}.
$$

The unit of the right side is J/F. Since $1\ {\rm F}=1\ {\rm J/V^2}$, this is V², as required. Numerically,

$$
V_*^2=\frac{4\times10^{-19}}
{3\pi(8.854\times10^{-12})(10^{-8})}\ {\rm V^2}
=0.479\ {\rm V^2},
$$

$$
V_*=0.69\ {\rm V}.
$$

The van der Waals pressure is

$$
P_{\rm vdW}=\frac{4\times10^{-19}}{6\pi(10^{-8})^3}\ {\rm Pa}
=21.2\ {\rm kPa}.
$$

The electrostatic pressure at $V_*$ is also 21.2 kPa, so the total attraction is 42.4 kPa. The field in the gap is $V_*/d=0.69$ MV/cm.

### (d) Reading the result

Dividing the pressures at fixed gap gives

$$
\frac{P_{\rm el}}{P_{\rm vdW}}=\left(\frac V{V_*}\right)^2.
$$

Van der Waals attraction is stronger below $V_*$, and electrostatic attraction is stronger above it. At 10 nm the electrostatic pressure is 5.4 kPa at 0.35 V and 44.3 kPa at 1.00 V, while the van der Waals pressure stays at 21.2 kPa.

For fixed $A$, $V_*\propto d^{-1/2}$. It is 0.98 V at 5 nm and 0.49 V at 20 nm. Retardation lowers these values, and more so at the wider gap: for the model metal of Variation 2 they become about 0.94 V and 0.41 V. If instead the voltage is held fixed while the gap closes, van der Waals attraction gains on the electrostatic pull, because it grows as $d^{-3}$ rather than $d^{-2}$.

Equal pressures do not mean equal energies. At $V_*$, with $P$ the common pressure, the capacitor stores $\varepsilon_0V_*^2/(2d)=Pd$ per area. The magnitude of the van der Waals energy is $A/(12\pi d^2)=Pd/2$. Nor is $V_*$ a collapse voltage: whether a gap closes also depends on the stiffness of the bodies, which does not enter here.

### (e) An air gap between copper lines

Take a gap of 10 nm, lines 10 nm wide and 30 nm high, and a supply near 0.7 V. These are rough values for very tight interconnect pitch. The stated $A$ is of the usual size for metals across vacuum, and air at ordinary pressure is close to vacuum in permittivity. Such lines clearly break the assumption of wide faces on thick bodies.

**Finite lines.** For the electric force, Laplace's equation was solved by finite differences around one isolated pair of lines at potentials $\pm V/2$, on a 0.5 nm grid with a distant grounded boundary. By Maxwell's stress, the force per length is $\frac12\varepsilon_0\int E^2dy$ over the midplane, where the field is normal to that plane. The result is 1.16 times the ideal pressure multiplied by the facing height. The grid and the boundary leave the third decimal uncertain by about 0.001. Fringing fields supply the excess.

The van der Waals force can be estimated by adding attractions $-C/r^6$ between all pairs of atoms. An atom at distance $z$ from a half-space of atomic density $N$ has energy $-\pi CN/(6z^3)$. Integrating over the atoms of a second half-space gives $-\pi CN^2/(12d^2)$ per area, so this model has $A=\pi^2CN^2$. The same sum over two rectangular lines, done by quadrature, gives 0.64 times the ideal force, because attracting material is missing. The equal-force voltage becomes

$$
0.692\sqrt{\frac{0.635}{1.164}}\ {\rm V}=0.51\ {\rm V}.
$$

This is an estimate, since forces between metals are not sums over independent pairs. For two wide slabs of the model metal, 10 nm thick and 10 nm apart, the pairwise sum gives 0.79 of the half-space pressure, while the nonretarded mode calculation gives about 0.89. The pairwise sum thus overstates the loss from the finite line width, and correcting that factor alone would move the voltage to roughly 0.54 V. It also leaves out retardation, which weakens the van der Waals force and lowers the voltage further. In a regular array, a line is also pulled from its other side, and the net force can be much smaller than either pull.

**Field penetration.** In the simplest screening model, with electrons confined by a hard wall at each face, a static field enters the metal over the Thomas–Fermi length $\lambda$, given by $\lambda^2=2\varepsilon_0E_F/(3ne^2)$ for a free-electron gas with Fermi energy $E_F$. For a rough copper density of $8.5\times10^{22}$ cm$^{-3}$, $\lambda=0.055$ nm. The potential decays exponentially in each metal, which adds a drop $E\lambda$ per face. Thus $V=E(d+2\lambda)$. With the van der Waals pressure held fixed, the required voltage in this model rises by the factor $1+2\lambda/d$, to 0.70 V. At a real surface, electrons spill out beyond the positive background. This can place the induced charge outside the metal's edge and lower the voltage instead. A density-functional calculation for electrons of this density in a uniform positive background puts the induced charge roughly 0.07 nm outside the background's edge, which lowers the voltage by a little over one percent. In both models the correction is of the order of one percent, but its sign depends on how the surface is described.

**Current and breakdown.** For a rough work function $\Phi=4.5$ eV, the tunnelling probability at the Fermi level is estimated by

$$
T\approx\exp\left[-\frac2\hbar\int_0^d
\sqrt{2m(\Phi-eV_*z/d)}\,dz\right],
$$

where $z$ is now measured from the emitting face. Its logarithm to base 10 is about $-91$, so direct tunnelling through the open gap is negligible. An electron crossing the gap gains at most 0.69 eV from the field, while ionizing an air molecule takes more than roughly 10 eV. An ordinary gas avalanche therefore cannot start. Leakage along dielectric surfaces, roughness, liners and oxides are not included in these estimates.

Retardation also gives a sizeable correction. It is the subject of Variation 2.

## Variation 1: two different metals

**Question.** The metals have a contact potential difference of 0.10 V. At what applied biases are the pressures equal, if $A$ is unchanged?

**Solution.** The field depends on the total potential difference $V=V_{\rm bias}+V_{\rm c}$, where $V_{\rm c}=0.10$ V. The pressure depends on $V^2$, so there are two solutions:

$$
V_{\rm bias}+V_{\rm c}=\pm V_*,
\qquad V_{\rm bias}=\pm V_*-V_{\rm c}.
$$

They are $+0.59$ V, where the contact potential aids the bias, and $-0.79$ V, where it opposes the bias. At zero bias some electrostatic attraction remains. For a contact potential that is uniform over the faces, it vanishes at $V_{\rm bias}=-0.10$ V. On real polycrystalline faces the work function varies from grain to grain, and the force from these patches cannot be cancelled by one bias. The two crossing voltages are symmetric about that point.

## Variation 2: finite speed of light and temperature

**Question.** How does retardation change the voltage for the one-resonance metal of part (b)? Does a temperature of 373 K matter?

**Solution.** First rewrite the zero-point energy. For positive $a$ and $b$,

$$
\int_0^\infty\ln\frac{\xi^2+a^2}{\xi^2+b^2}\,d\xi=\pi(a-b),
$$

because both sides vanish at $a=b$ and have derivative $\pi$ with respect to $a$. Applied to $\omega_\pm$ and $\omega_s$, this turns the zero-point sum at each $k$ into $(\hbar/2\pi)\int_0^\infty\ln D\,d\xi$, where

$$
D=\frac{(\xi^2+\omega_+^2)(\xi^2+\omega_-^2)}{(\xi^2+\omega_s^2)^2}
=1-\Delta^2e^{-2kd},
\quad \Delta=\frac{\omega_s^2}{\omega_s^2+\xi^2}.
$$

Here $\Delta$ is the static-type reflection coefficient of one face at frequency $i\xi$, and $D=0$ is the condition that a field reproduces itself after a round trip.

With retardation, the decay constants at frequency $i\xi$ are $\kappa=\sqrt{k^2+\xi^2/c^2}$ in the gap and $\kappa_m=\sqrt{\kappa^2+\omega_p^2/c^2}$ in the metal. Matching the tangential fields of the two polarizations gives

$$
r_{\rm TM}=\frac{\varepsilon\kappa-\kappa_m}{\varepsilon\kappa+\kappa_m},
\qquad
r_{\rm TE}=\frac{\kappa-\kappa_m}{\kappa+\kappa_m},
$$

with $\varepsilon=1+\omega_p^2/\xi^2$. The round-trip function for each is $D=1-r^2e^{-2\kappa d}$. The argument principle extends the logarithmic rule to all modes of the gap. Differentiating with respect to $d$, and using $k\,dk=\kappa\,d\kappa$ at fixed $\xi$, gives the Lifshitz pressure at zero temperature:

$$
P=\frac{\hbar}{2\pi^2}\int_0^\infty d\xi\int_{\xi/c}^\infty
\kappa^2d\kappa\sum_{\rm TM,TE}
\frac{r^2e^{-2\kappa d}}{1-r^2e^{-2\kappa d}}.
$$

Gaussian quadrature with $\hbar\omega_p=17.0$ eV gives 17.7 kPa, which is 0.83 times the nonretarded value. The voltage is multiplied by the square root of this ratio and becomes 0.63 V. Thus 0.69 V belongs to the nonretarded law, and 10 nm is already large enough for a visible correction. The size of the correction depends on the metal's response, here one resonance. A metal whose bound electrons supply part of the same $A$ can have a larger correction, so 0.63 V is not a prediction for copper.

In the opposite limit, $d\gg c/\omega_p$, the faces act as perfect mirrors and $r^2\to1$. Exchanging the order of integration gives a factor $c\kappa$ from $\xi$, and the two polarizations give a factor 2:

$$
P=\frac{\hbar c}{\pi^2}\int_0^\infty
\frac{\kappa^3d\kappa}{e^{2\kappa d}-1}
=\frac{\hbar c}{\pi^2}\frac{1}{16d^4}\frac{\pi^4}{15}
=\frac{\pi^2\hbar c}{240d^4}.
$$

Equating this to $\varepsilon_0V^2/(2d^2)$ makes the voltage proportional to $1/d$ instead of $d^{-1/2}$. This is a zero-temperature law for perfect mirrors. For such mirrors at 373 K it still holds within about 1% at 1 µm. For the 17.0 eV metal with an electron damping of 0.05 eV, the retarded pressure, with its frequency integral replaced by the thermal sum described below and with $\varepsilon=1+\omega_p^2/[\xi(\xi+\gamma)]$, where $\gamma$ is the damping rate, is about 24% lower than this law at that distance. By 10 µm thermal fluctuations dominate in either case. Their pressure falls as $d^{-3}$, which brings back $V\propto d^{-1/2}$.

For temperature, replace $\hbar\omega/2$ by the oscillator free energy $k_BT\ln[2\sinh(\hbar\omega/2k_BT)]$. The product formula for $\sinh$ turns the integral $(\hbar/2\pi)\int d\xi$ into $k_BT\sum_n$ at $\xi_n=2\pi nk_BT/\hbar$, with $n\ge0$ and half weight for $n=0$. Electron damping $\gamma$ replaces $\xi^2$ in $\Delta$ by $\xi(\xi+\gamma)$. In the nonretarded model, $T=373$ K and a rough $\hbar\gamma=0.05$ eV together change $A$ by $-0.3\%$ relative to the cold, lossless metal. For this model, that is far smaller than the effect of retardation.
